# The Product of Critical Current and Normal Resistance in a Tunnel Junction: verification in Python

```python
# Result under test: a symmetric superconducting tunnel junction at T = 0 has
#   I(phi) = I_c sin(phi),   I_c * R_n = pi * Delta / (2 e)
# Delta: gap (half the spectral gap), R_n: normal-state tunnel resistance,
# phi: phase difference, t: tunnelling amplitude, E = sqrt(xi^2 + Delta^2).
# Tests: many-electron diagonalization, quadrature, wave matching, and a
# lattice junction solved to all orders in the weak link.
import numpy as np
from scipy import constants as const

e, hbar, h, kB = const.e, const.hbar, const.h, const.k
pi = np.pi

# ---------- 1. Many-electron model: one orbital on each side, two spins ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for j in range(4):
        op = np.kron(op, parity if j < mode else lower if j == mode else np.eye(2))
    return op


Lup, Ldn, Rup, Rdn = [annihilator(m) for m in range(4)]
number_L = Lup.T @ Lup + Ldn.T @ Ldn
number_R = Rup.T @ Rup + Rdn.T @ Rdn
hop = Lup.T @ Rup + Ldn.T @ Rdn


def fock_ground(xi_L, xi_R, t, phi):
    """Ground energy and electron rate L -> R (hbar = 1, gap = 1)."""
    pair_L = Lup.T @ Ldn.T
    pair_R = np.exp(1j * phi) * (Rup.T @ Rdn.T)
    H_T = t * (hop + hop.T)
    H = xi_L * number_L + xi_R * number_R + H_T
    H = H - (pair_L + pair_L.conj().T) - (pair_R + pair_R.conj().T)
    rate_operator = -1j * (H_T @ number_L - number_L @ H_T)
    values, vectors = np.linalg.eigh(H)
    g = vectors[:, 0]
    return values[0], (g.conj() @ rate_operator @ g).real


def second_order_shift(xi_L, xi_R, t, phi):
    EL, ER = np.hypot(xi_L, 1), np.hypot(xi_R, 1)
    uL2, uR2 = (1 + xi_L / EL) / 2, (1 + xi_R / ER) / 2
    direct = uL2 * (1 - uR2) + (1 - uL2) * uR2
    cross = 2 * np.cos(phi) / (4 * EL * ER)
    return -2 * t**2 * (direct + cross) / (EL + ER)


xi_L, xi_R, t_small = 0.7, -0.4, 0.01
worst_shift = 0.0
for phi in (0.0, 1.0, 2.0, pi):
    exact = fock_ground(xi_L, xi_R, t_small, phi)[0] - fock_ground(xi_L, xi_R, 0.0, phi)[0]
    formula = second_order_shift(xi_L, xi_R, t_small, phi)
    worst_shift = max(worst_shift, abs(exact / formula - 1))
assert worst_shift < 2e-3  # next order is of relative size t^2

t_large, step = 0.3, 1e-4  # the current relation must hold beyond weak tunnelling
slope_E = (fock_ground(xi_L, xi_R, t_large, 1 + step)[0]
           - fock_ground(xi_L, xi_R, t_large, 1 - step)[0]) / (2 * step)
rate = fock_ground(xi_L, xi_R, t_large, 1.0)[1]
assert abs(rate) > 1e-3 and abs(2 * slope_E / rate - 1) < 1e-5


# ---------- 2. Double integral in the original energy variables ----------
def pair_integral(gap_L, gap_R):
    """Gauss-Legendre panels of doubling width resolve the slow tails."""
    nodes, weights = np.polynomial.legendre.leggauss(16)
    edges = np.sqrt(gap_L * gap_R) * np.concatenate(([0.0], 2.0**np.arange(-1, 36)))
    half = np.diff(edges)[:, None] / 2
    middle = (edges[1:] + edges[:-1])[:, None] / 2
    xi = (middle + half * nodes).ravel()
    w = (half * weights).ravel()
    EL = np.hypot(xi, gap_L)[:, None]
    ER = np.hypot(xi, gap_R)[None, :]
    return 4 * (w @ (gap_L * gap_R / (EL * ER * (EL + ER))) @ w)


J_unit = pair_integral(1.0, 1.0)
assert abs(J_unit / pi**2 - 1) < 1e-7

# ---------- 3. Lattice junction: two semi-infinite chains, hopping = 1 ----------
mu = 0.6
tau_z = np.diag([1.0, -1.0]).astype(complex)
tau_x = np.array([[0, 1], [1, 0]], dtype=complex)
unit = np.eye(2, dtype=complex)


def surface_green(omega, gap):
    """Green function at the end site, at imaginary energies i*omega."""
    z = 1j * np.asarray(omega)[:, None, None] * unit
    site = -mu * tau_z + gap * tau_x
    bulk = np.zeros_like(z) + site
    end = bulk.copy()
    a = np.zeros_like(z) - tau_z
    b = a.copy()
    for _ in range(26):
        g = np.linalg.inv(z - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        end = end + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
    g_end = np.linalg.inv(z - end)
    residual = g_end @ (z - site - tau_z @ g_end @ tau_z) - unit
    assert np.max(np.abs(residual)) < 1e-6
    return g_end


def link_transmission(link):
    """Normal-state transmission at the Fermi energy by wave matching."""
    k = np.arccos(-mu / 2)
    p = np.exp(1j * k)
    matrix = np.array([[mu + p, link * p], [link, mu * p + p**2]])
    source = -np.array([mu + 1 / p, link])
    return abs(np.linalg.solve(matrix, source)[1])**2


link_weak, link_strong = 0.02, 0.1
T_weak, T_strong = link_transmission(link_weak), link_transmission(link_strong)
surface_dos = -surface_green([1e-5], 0.0)[0, 0, 0].imag / pi
T_golden = 4 * pi**2 * link_weak**2 * surface_dos**2
assert abs(T_golden / T_weak - 1) < 3e-3  # next order is of size link^2

gap_lat = 1e-4
u_step = 0.05
u = np.arange(-13.5, 13.5 + u_step / 2, u_step)
omega = gap_lat * np.sinh(u)
weight = gap_lat * np.cosh(u) * u_step
g_super = surface_green(omega, gap_lat)
phases = np.linspace(0, pi, 361)


def lattice_current(link, transmission):
    """e*I(phi)*R_n in units of the gap, all orders in the link."""
    energy = []
    for phi in phases:
        U = np.diag([np.exp(0.5j * phi), np.exp(-0.5j * phi)])
        g_right = U @ g_super @ U.conj()
        M = unit - link**2 * (g_super @ tau_z @ g_right @ tau_z)
        energy.append(-np.sum(weight * np.log(np.abs(np.linalg.det(M)))) / (2 * pi))
    dE = np.gradient(np.array(energy), phases, edge_order=2)
    return 2 * pi * dE / transmission / gap_lat


curve_weak = lattice_current(link_weak, T_weak)
curve_strong = lattice_current(link_strong, T_strong)
product_lattice = curve_weak.max()
assert abs(product_lattice / (pi / 2) - 1) < 2e-3  # finite band and transmission
sine_deviation = np.max(np.abs(curve_weak / product_lattice - np.sin(phases)))
assert sine_deviation < 2e-3
rise_per_T = (curve_strong.max() / curve_weak.max() - 1) / (T_strong - T_weak)
assert abs(rise_per_T - 0.25) < 0.02

# ---------- 4. Worked example: rough transmon-junction regime ----------
gap_meV, R_n, side_um, T_use = 0.198, 8e3, 0.2, 0.020
gap = gap_meV * 1e-3 * e
product = pi * gap / (2 * e)
I_c = product / R_n
area_um2 = side_um**2
J_c = I_c / (area_um2 * 1e-8)
E_J = hbar * I_c / (2 * e)
# the same energy straight from the quadrature and the golden-rule resistance
E_J_quadrature = hbar / (4 * pi * e**2 * R_n) * J_unit * gap
assert abs(E_J_quadrature / E_J - 1) < 1e-7
assert abs(product * 1e3 - 0.31) < 0.005

# ---------- 5. Size of neglected effects ----------
boltzmann = np.exp(-gap / (kB * T_use))
T_milli = gap / (kB * np.log(1e3))
gap_1, gap_2 = 0.188, 0.208
product_unequal = pair_integral(gap_1, gap_2) / (2 * pi)
change_unequal = product_unequal / (product * 1e3) - 1
assert -0.01 < change_unequal < 0

k_F = 17.0  # 1/nm, rough metallic value
radius = k_F * side_um * 1e3 / (2 * pi)
n = np.arange(-int(radius) - 1, int(radius) + 2)
modes = int(np.sum(n[:, None]**2 + n[None, :]**2 < radius**2))
assert abs(modes / (area_um2 * 1e6 * k_F**2 / (4 * pi)) - 1) < 1e-2
T_mean = h / (2 * e**2 * R_n * modes)

d_mag_nm = 200.0
flux_ratio = const.mu_0 * I_c * d_mag_nm * 1e-9 / (h / (2 * e))


def mean_cos(E_C):
    charge = np.arange(-25, 26)
    off = np.ones(50) / 2
    cos_op = np.diag(off, 1) + np.diag(off, -1)
    H = np.diag(4 * E_C / E_J * charge**2) - cos_op
    ground = np.linalg.eigh(H)[1][:, 0]
    return ground @ cos_op @ ground


C_area, C_shunt = 50.0, 70.0  # fF/um2 and fF, rough
C_bare = C_area * area_um2
E_C_bare = e**2 / (2 * C_bare * 1e-15)
E_C_shunted = e**2 / (2 * (C_bare + C_shunt) * 1e-15)
cos_bare, cos_shunted = mean_cos(E_C_bare), mean_cos(E_C_shunted)
assert abs(cos_shunted - (1 - np.sqrt(E_C_shunted / (2 * E_J)))) < 2e-3
assert cos_bare < cos_shunted < 1
others = [boltzmann, abs(change_unequal), rise_per_T * T_mean, flux_ratio]
assert 1 - cos_shunted > max(others)

micro = 1e-6 * e
print("TESTS")
print(f"Worst relative error, second-order shift: {worst_shift:.1e}")
print(f"Current from dE/dphi over operator value: {2*slope_E/rate:.7f}")
print(f"Double integral J/Delta, quadrature: {J_unit:.6f}")
print(f"pi squared: {pi**2:.6f}")
print(f"Chain: weak-link transmission, wave matching: {T_weak:.6e}")
print(f"Chain: weak-link transmission, golden rule: {T_golden:.6e}")
print(f"Chain: gap/hopping: {gap_lat:.1e}")
print(f"Chain: e I_c R_n / Delta: {product_lattice:.5f}")
print(f"pi/2: {pi/2:.5f}")
print(f"Chain: largest deviation from sine law: {sine_deviation:.1e}")
print("EXAMPLE")
print(f"Gap Delta: {gap_meV:.3f} meV")
print(f"Normal resistance: {R_n/1e3:.1f} kOhm")
print(f"Junction side: {side_um:.2f} um")
print(f"Junction area: {area_um2:.3f} um2")
print(f"I_c R_n: {product*1e3:.4f} mV")
print(f"I_c R_n: {product*1e6:.1f} uV")
print(f"Gap voltage 2 Delta/e: {2*gap/e*1e3:.3f} mV")
print(f"I_c R_n over gap voltage: {product/(2*gap/e):.4f}")
print(f"Critical current: {I_c*1e9:.2f} nA")
print(f"Critical current density: {J_c:.1f} A/cm2")
print(f"Resistance-area product: {R_n*area_um2:.0f} Ohm um2")
print(f"Josephson energy E_J: {E_J/micro:.2f} ueV")
print(f"E_J/h: {E_J/h/1e9:.2f} GHz")
print("NEGLECTED EFFECTS")
print(f"Temperature of use: {T_use*1e3:.0f} mK")
print(f"Delta/(kB T): {gap/(kB*T_use):.1f}")
print(f"exp(-Delta/(kB T)): {boltzmann:.1e}")
print(f"Temperature where this factor is 1e-3: {T_milli:.3f} K")
print(f"Unequal gaps: {gap_1:.3f} and {gap_2:.3f} meV")
print(f"I_c R_n with unequal gaps: {product_unequal:.4f} mV")
print(f"Relative change from unequal gaps: {100*change_unequal:.3f} %")
print(f"Chain: stronger-link transmission: {T_strong:.4f}")
print(f"Rise of I_c R_n per unit transmission: {rise_per_T:.3f}")
print(f"Rough Fermi wave number: {k_F:.0f} 1/nm")
print(f"Transverse modes: {modes:.3e}")
print(f"Mean transmission: {T_mean:.1e}")
print(f"Relative rise from mean transmission: {rise_per_T*T_mean:.1e}")
print(f"Rough magnetic thickness: {d_mag_nm:.0f} nm")
print(f"Self-flux over flux quantum: {flux_ratio:.1e}")
print(f"Rough specific capacitance: {C_area:.0f} fF/um2")
print(f"Junction capacitance: {C_bare:.1f} fF")
print(f"Shunt capacitance: {C_shunt:.0f} fF")
print(f"E_C without shunt: {E_C_bare/micro:.2f} ueV")
print(f"E_C with shunt: {E_C_shunted/micro:.3f} ueV")
print(f"Mean cos(phi) without shunt: {cos_bare:.3f}")
print(f"Mean cos(phi) with shunt: {cos_shunted:.4f}")
print(f"Reduction with shunt: {100*(1-cos_shunted):.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
TESTS
Worst relative error, second-order shift: 5.5e-05
Current from dE/dphi over operator value: 1.0000000
Double integral J/Delta, quadrature: 9.869604
pi squared: 9.869604
Chain: weak-link transmission, wave matching: 1.455045e-03
Chain: weak-link transmission, golden rule: 1.455985e-03
Chain: gap/hopping: 1.0e-04
Chain: e I_c R_n / Delta: 1.57028
pi/2: 1.57080
Chain: largest deviation from sine law: 1.8e-04
EXAMPLE
Gap Delta: 0.198 meV
Normal resistance: 8.0 kOhm
Junction side: 0.20 um
Junction area: 0.040 um2
I_c R_n: 0.3110 mV
I_c R_n: 311.0 uV
Gap voltage 2 Delta/e: 0.396 mV
I_c R_n over gap voltage: 0.7854
Critical current: 38.88 nA
Critical current density: 97.2 A/cm2
Resistance-area product: 320 Ohm um2
Josephson energy E_J: 79.86 ueV
E_J/h: 19.31 GHz
NEGLECTED EFFECTS
Temperature of use: 20 mK
Delta/(kB T): 114.9
exp(-Delta/(kB T)): 1.3e-50
Temperature where this factor is 1e-3: 0.333 K
Unequal gaps: 0.188 and 0.208 meV
I_c R_n with unequal gaps: 0.3104 mV
Relative change from unequal gaps: -0.191 %
Chain: stronger-link transmission: 0.0358
Rise of I_c R_n per unit transmission: 0.255
Rough Fermi wave number: 17 1/nm
Transverse modes: 9.199e+05
Mean transmission: 1.8e-06
Relative rise from mean transmission: 4.5e-07
Rough magnetic thickness: 200 nm
Self-flux over flux quantum: 4.7e-06
Rough specific capacitance: 50 fF/um2
Junction capacitance: 2.0 fF
Shunt capacitance: 70 fF
E_C without shunt: 40.05 ueV
E_C with shunt: 1.113 ueV
Mean cos(phi) without shunt: 0.417
Mean cos(phi) with shunt: 0.9165
Reduction with shunt: 8.4 %
ALL CHECKS PASSED
```
